\section*{Energy bandwidth and half-maximum width of Lorentzian and Gaussian laser lines}

\section*{Question}

The projection lens of a lithography scanner focuses different wavelengths at slightly different heights, so the image in the resist depends on the whole spectrum of the laser. Let $S(x)$ be the spectral energy density, averaged over the pulses of an exposure, with $x$ the wavelength offset from the peak. Take $S$ to be symmetric about a single peak and normalized, $\int_{-\infty}^{\infty}S\,dx=1$. Two widths are in use. The full width at half maximum $F$ is defined by $S(\pm F/2)=S(0)/2$. The centred energy width $E_p$ is defined by
\begin{equation}
\int_{-E_p/2}^{E_p/2}S(x)\,dx=p ,\qquad 0<p<1,
\label{def}
\end{equation}
and $E_{95}$ means $E_p$ at $p=0.95$. Wavelength offsets and widths are in picometres.

\begin{enumerate}
\item[(a)] Show that $E_p/F$ depends on the shape of the line but not on its width. Find $E_{95}/F$ for a Lorentzian.
\item[(b)] Find $E_{95}/F$ for a Gaussian.
\item[(c)] Explain the difference between the two results by examining the tails, and compare the two ratios as $p\to1$.
\item[(d)] A line-narrowed argon fluoride laser at 193.4 nm has $F=0.12$ pm. The focus moves by 200 nm per pm of wavelength. For each shape find $E_{95}$ and the defocus at the ends of the interval. Which $F$ would meet a limit $E_{95}=0.30$ pm?
\item[(e)] A spectrometer records a window of full width $W=10$ pm centred on the line, and the energy inside it is taken as the total. What $E_{95}$ does it report for the Lorentzian?
\item[(f)] Estimate how far the Gaussian result of (d) is moved by a weak Lorentzian component, a flat background, wavelength wander between pulses, and asymmetry. Use the magnitudes given in the answer as trial values.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Scaling, and the Lorentzian}

Lines of one shape and different widths can be written $S(x)=s(x/F)/F$, where $s$ is a fixed normalized function with unit full width at half maximum. Putting $u=x/F$, $dx=F\,du$ in \eqref{def} gives
\begin{equation}
\int_{-E_p/(2F)}^{E_p/(2F)}s(u)\,du=p .
\end{equation}
The width enters through $E_p/F$ alone, so this ratio is fixed by $s$ and $p$.

The normalized Lorentzian is
\begin{equation}
S_L(x)=\frac{a}{\pi}\,\frac{1}{x^2+a^2}.
\end{equation}
Its peak is $1/(\pi a)$. Half of that is reached when $x^2+a^2=2a^2$, that is at $x=\pm a$, so $F=2a$. Since $\int dx/(x^2+a^2)=a^{-1}\arctan(x/a)$ and the integrand is even,
\begin{equation}
p=\frac{2a}{\pi}\,\frac1a\arctan\frac{E_p}{2a}
=\frac{2}{\pi}\arctan\frac{E_p}{F}.
\label{lfrac}
\end{equation}
The angle $\pi p/2$ lies between $0$ and $\pi/2$, where the tangent is one-to-one, and therefore
\begin{equation}
\boxed{\frac{E_p}{F}=\tan\frac{\pi p}{2}},\qquad
\frac{E_{95}}{F}=\tan(0.475\,\pi)=12.706 .
\label{lor}
\end{equation}
At $p=1/2$ the ratio is $\tan(\pi/4)=1$: the half-maximum interval of a Lorentzian holds half of its energy.

\subsection*{(b) The Gaussian}

With standard deviation $\sigma$,
\begin{equation}
S_G(x)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-x^2/(2\sigma^2)} .
\end{equation}
Half maximum requires $x^2/(2\sigma^2)=\ln2$, so $F=2\sigma\sqrt{2\ln2}$. For the energy, substitute $t=x/(\sqrt2\,\sigma)$, $dx=\sqrt2\,\sigma\,dt$, and use the evenness of the integrand:
\begin{equation}
p=\frac{2}{\sqrt\pi}\int_0^{E_p/(2\sqrt2\,\sigma)}e^{-t^2}dt
=\operatorname{erf}\!\left(\frac{E_p}{2\sqrt2\,\sigma}\right).
\end{equation}
From the half-maximum condition, $1/(2\sqrt2\,\sigma)=\sqrt{\ln2}/F$. Hence
\begin{equation}
p=\operatorname{erf}\!\left(\sqrt{\ln2}\,\frac{E_p}{F}\right),
\qquad
\boxed{\frac{E_p}{F}=\frac{\operatorname{erf}^{-1}(p)}{\sqrt{\ln2}}} .
\label{gau}
\end{equation}
At $p=0.95$ this is $1.38590/0.83255=1.665$.

\subsection*{(c) The tails}

Let $e=1-p$ be the energy fraction left outside. Far from the centre $S_L\simeq a/(\pi x^2)$, so
\begin{equation}
e\simeq2\int_{E_p/2}^{\infty}\frac{a}{\pi x^2}\,dx
=\frac{4a}{\pi E_p}=\frac{2F}{\pi E_p},
\qquad \frac{E_p}{F}\simeq\frac{2}{\pi e}.
\label{tail}
\end{equation}
For $e=0.05$ this gives 12.732, slightly too large because $1/x^2$ exceeds $1/(x^2+a^2)$. The next term follows from \eqref{lor}. With $y=\pi e/2$, $\tan(\pi/2-y)=\cot y$, and for small $y$
\begin{equation}
\cot y\simeq\frac{1-y^2/2}{y(1-y^2/6)}
\simeq\frac1y\left(1-\frac{y^2}{2}+\frac{y^2}{6}\right)
=\frac1y-\frac y3 .
\end{equation}
Thus $E_p/F\simeq2/(\pi e)-\pi e/6=12.732-0.026=12.706$. The large ratio comes from the energy held in the inverse-square tail. The power law alone does not fix it: the Voigt line in (f) has a tail of the same power but with less energy in it, and its ratio is much smaller.

The Gaussian behaves differently. For large $z$, $1-\operatorname{erf}z\simeq e^{-z^2}/(z\sqrt\pi)$. Setting this equal to the outside fraction and taking logarithms gives $z^2\simeq\ln[1/(1-p)]$ to leading order, so
\begin{equation}
\frac{E_p}{F}\simeq\sqrt{\frac{\ln[1/(1-p)]}{\ln2}}\qquad(p\to1).
\end{equation}
This leading form is approached slowly: at $p=0.95$ it gives 2.08, which is 25 percent above the exact 1.665. Both ratios diverge, but the Lorentzian one does so as $1/(1-p)$ and the Gaussian one as the square root of a logarithm.

A direct comparison at equal $F$ makes the same point. The interval that holds 95 percent of the Gaussian holds, by \eqref{lfrac}, the fraction $(2/\pi)\arctan(1.6646)=0.656$ of the Lorentzian. About 34 percent of the Lorentzian's energy lies outside it, instead of 5 percent.

\subsection*{(d) The laser line}

The energy widths are
\begin{align}
\text{Gaussian:}\quad E_{95}&=1.6646\times0.12\ \text{pm}=0.200\ \text{pm},\\
\text{Lorentzian:}\quad E_{95}&=12.706\times0.12\ \text{pm}=1.52\ \text{pm}.
\end{align}
Since $\nu=c/\lambda$, a small wavelength interval $\Delta\lambda$ corresponds to $|\Delta\nu|\simeq c\,\Delta\lambda/\lambda^2$. The two widths are therefore 1.60 GHz and 12.2 GHz.

The interval ends lie at $\pm E_{95}/2$. With a linear focus shift, the defocus there is
\begin{align}
\text{Gaussian:}\quad &\pm200\times0.1998/2\ \text{nm}=\pm20\ \text{nm},\\
\text{Lorentzian:}\quad &\pm200\times1.5247/2\ \text{nm}=\pm152\ \text{nm}.
\end{align}
These are the limits within which 95 percent of the energy is focused, measured from the focus of the peak wavelength.

A limit of 0.30 pm on $E_{95}$ allows $F=0.30/1.6646=0.180$ pm for a Gaussian but $F=0.30/12.706=0.024$ pm for a Lorentzian. The line with $F=0.12$ pm passes if it is Gaussian and fails by a factor of five if it is Lorentzian. At this $F$, the half-maximum width without the line shape does not settle whether the limit is met.

\subsection*{(e) A finite spectral window}

By \eqref{lfrac} the window contains the fraction $(2/\pi)\arctan(W/F)$ of the full Lorentzian. The reported width holds the fraction $p$ of that energy:
\begin{equation}
\frac2\pi\arctan\frac{E_p}{F}=p\,\frac2\pi\arctan\frac WF,
\qquad
\frac{E_p}{F}=\tan\!\left(p\arctan\frac WF\right).
\end{equation}
As $W\to\infty$ the inner arctangent tends to $\pi/2$ and \eqref{lor} returns. Here $W/F=10/0.12=83.3$, which gives $E_{95}/F=11.09$ and $E_{95}=1.33$ pm. This is 13 percent below the value for the complete line.

The window is 83 times wider than the line, yet the effect is not small. By \eqref{tail} the energy lost outside the window is $2F/(\pi W)=0.0076$ of the total. The fraction of the full line outside the reported interval is then $1-0.95(1-0.0076)=0.057$ instead of 0.050, and the ratio varies nearly as the inverse of this fraction. A Lorentzian $E_{95}$ therefore needs its window stated.

\subsection*{(f) Departures from a pure Gaussian}

Each effect is taken alone, with the Gaussian held at $F=0.12$ pm, for which $E_{95}=0.1998$ pm.

\textit{Lorentzian component.} Convolve the Gaussian with a Lorentzian of full width 0.012 pm, one tenth of $F$. The result is a Voigt line. The Fourier transform of a convolution is the product of the transforms, here $e^{-\sigma^2k^2/2}$ and $e^{-\gamma k}$ for $k>0$, with $\gamma=0.006$ pm the Lorentzian half-width. Writing the line as $\pi^{-1}\int_0^\infty e^{-\sigma^2k^2/2-\gamma k}\cos kx\,dk$ and integrating $\cos kx$ over the interval gives
\begin{equation}
p=\frac2\pi\int_0^\infty\frac{\sin(kE_p/2)}{k}\,
e^{-\sigma^2k^2/2-\gamma k}\,dk .
\end{equation}
The numerical solution for the complete line is $E_{95}=0.254$ pm; with the 10 pm window of (e) it would be 0.252 pm. The half-maximum width rises by 5 percent, to 0.1265 pm, while $E_{95}$ rises by 27 percent, and their ratio becomes 2.0. The size is understandable: by \eqref{tail}, the added Lorentzian by itself has about $2\times0.012/(\pi\times0.1998)=0.038$ of its energy outside the old interval, comparable with the whole allowance of 0.05.

\textit{Background.} Let a share $b=0.01$ of the energy in the 10 pm window be spread evenly over it. Neglecting the Gaussian's energy beyond the window,
\begin{equation}
(1-b)\operatorname{erf}\!\left(\sqrt{\ln2}\,\frac{E_{95}}{F}\right)+b\,\frac{E_{95}}{W}=0.95 ,
\end{equation}
whose solution is $E_{95}=0.209$ pm, an increase of 4 percent.

\textit{Wander.} Let the centre vary from pulse to pulse with a Gaussian distribution of rms value $\sigma_j=0.02$ pm. The average over many pulses is the convolution of two Gaussians, whose variances add. Multiplying $\sigma^2+\sigma_j^2$ by $8\ln2$ converts it to a squared half-maximum width:
\begin{equation}
F_{\rm av}=\sqrt{F^2+8\ln2\;\sigma_j^2}=0.129\ \text{pm}.
\end{equation}
In the limit of many pulses the averaged line is still Gaussian, so the ratio is unchanged and $E_{95}=0.215$ pm, an increase of 7 percent. A single exposure averages a finite number of pulses, and its $E_{95}$ scatters about this value: for independent pulses the rms scatter is about 0.004 pm with 30 pulses and 0.002 pm with 100.

\textit{Asymmetry.} Join two half-Gaussians of equal height at the peak, with half-widths $l=0.054$ pm and $r=0.066$ pm, so that $F=l+r$ is unchanged. On a side of half-width $h$ the density is proportional to $e^{-\ln2\,x^2/h^2}$, and its integral from 0 to $E/2$ is proportional to $h\operatorname{erf}[\sqrt{\ln2}\,E/(2h)]$. Adding the sides and dividing by the total, $l+r$,
\begin{equation}
p=\frac{1}{l+r}\left[l\operatorname{erf}\frac{\sqrt{\ln2}\,E_p}{2l}
+r\operatorname{erf}\frac{\sqrt{\ln2}\,E_p}{2r}\right].
\end{equation}
This gives a peak-centred $E_{95}$ of 0.204 pm. The interval that leaves 2.5 percent of the energy in each tail is 0.200 pm wide. The two definitions agree for a symmetric line and differ by 2 percent here, so the definition must accompany the number.

\textit{Relation to real sources.} The values of $F$, of the focus coefficient and of the limit on $E_{95}$ are illustrative, not data for a particular laser or scanner. The Gaussian result lies below the 0.30 pm limit of (d); the Lorentzian result of 1.5 pm is far above it, and serves here as the limit of a Voigt line without a Gaussian part. Among the trial values above, the weak Lorentzian component has the largest effect, 27 percent; this order depends on the magnitudes chosen. The same convolution describes a spectrometer whose response is a Lorentzian, so that response has to be removed before the $E_{95}$ of the laser is read off. By contrast, the Lorentzian's unphysical extension to negative wavelengths carries a fraction of about $10^{-7}$ of its energy, and the two halves of its $E_{95}$ interval, converted to frequency, differ from their mean by about 4 parts in $10^6$. Both are negligible. The numerical output that follows lists the main values.

\section*{Table of computed values}
\begin{verbatim}
Lorentzian E95/FWHM, closed form: 12.7062
Lorentzian E95/FWHM, measured by quadrature: 12.7062
Gaussian E95/FWHM, closed form: 1.6646
Gaussian E95/FWHM, measured by quadrature: 1.6646
erfinv(0.95): 1.38590
sqrt(ln 2): 0.83255
Lorentzian ratio, tail term only: 12.7324
Lorentzian ratio, tail term with correction: 12.7062
Lorentzian energy inside Gaussian E95: 65.56 percent
Input wavelength: 193.4 nm
Input FWHM: 0.120 pm
Input focus coefficient: 200 nm/pm
Gaussian E95: 0.1998 pm = 1.601 GHz
Lorentzian E95: 1.5247 pm = 12.221 GHz
Defocus at Gaussian E95 ends: +/-20.0 nm
Defocus at Lorentzian E95 ends: +/-152.5 nm
Input E95 limit: 0.30 pm
FWHM allowed by limit, Gaussian: 0.1802 pm
FWHM allowed by limit, Lorentzian: 0.0236 pm
Input full spectral window: 10.0 pm
Lorentzian in window, E95: 1.3306 pm
Lorentzian in window, E95/FWHM: 11.089
Input Lorentzian part of Voigt line, FWHM: 0.0120 pm
Voigt line FWHM: 0.1265 pm
Voigt line E95: 0.2537 pm
Voigt line E95/FWHM: 2.005
Input background share of energy: 1.0 percent
Gaussian with background, E95: 0.2087 pm
Gaussian with background, E95/FWHM: 1.739
Input wavelength wander, rms: 0.020 pm
Gaussian with wander, FWHM: 0.1289 pm
Gaussian with wander, E95: 0.2146 pm
Input asymmetric half-widths: 0.054 and 0.066 pm
Asymmetric line, peak-centred E95: 0.20364 pm
Asymmetric line, equal-tail E95: 0.19994 pm
Lorentzian energy at negative wavelength, fraction: 9.88e-08
Frequency asymmetry of Lorentzian E95 interval: 3.94e-06
\end{verbatim}
